# Exact adsorption isotherm and pair correlations of a one-dimensional lattice gas

**Q:** A precursor adsorbs reversibly along a row of surface sites, and neighbouring molecules repel. I would take the Langmuir isotherm and add the average repulsion from the neighbours. What could be missing?

**A:** Let us first fix the model. The row is a ring of $N$ identical sites with occupations $n_i=0$ or $1$. Each occupied neighbouring pair has energy $w$, positive for repulsion. The row is in equilibrium with a gas at temperature $T$. Define

$$b=\frac{w}{kT},\qquad y=e^{-b}.$$

An isolated site has weight 1 when empty and $z$ when occupied. For an ideal gas at fixed temperature $z$ is proportional to pressure, and $z=1$ half-fills an isolated site. Thus $z$ is the pressure divided by that half-filling pressure. The grand partition function is

$$\Xi_N=\sum_{\{n_i\}} z^{\sum_i n_i}\,y^{\sum_i n_i n_{i+1}}.$$

Your proposal replaces a neighbour's actual occupation by its average. Whether that is harmless can be decided by doing this sum.

**Q:** It has $2^N$ terms, and each site belongs to two bonds. How can it factor?

**A:** Give half of each site's weight to each of its two bonds. A bond with end occupations $n,n'$ then carries

$$T(n,n')=z^{(n+n')/2}y^{nn'},\qquad
T=\begin{pmatrix}1&\sqrt z\\ \sqrt z&zy\end{pmatrix}.$$

Each $n_i$ occurs as the column index of one factor and the row index of the next, so summing over it is matrix multiplication. The ring closes the product into a trace:

$$\Xi_N=\operatorname{Tr}T^N=\lambda_+^N+\lambda_-^N.$$

Write $x=zy$. The trace of $T$ is $1+x$ and its determinant is $x-z$, so $\lambda^2-(1+x)\lambda+x-z=0$. The discriminant is $(1+x)^2-4x+4z=(1-x)^2+4z$. Hence

$$\lambda_\pm=\frac{1+x\pm R}{2},\qquad R=\sqrt{(1-x)^2+4z}.$$

Since $\lambda_++\lambda_-=1+x>0$ and $R>0$, we have $|\lambda_-|<\lambda_+$. For a long row, $\ln\Xi_N/N\to\ln\lambda_+$.

**Q:** That is a partition function. I asked for a coverage.

**A:** Differentiating $\ln\Xi_N$ with respect to $\ln z$ brings down the mean number of molecules, so $\theta=\partial\ln\lambda_+/\partial\ln z$. At fixed temperature $\partial x/\partial\ln z=x$, while differentiating $R^2$ gives $\partial R/\partial\ln z=[2z-x(1-x)]/R$. Therefore

$$\theta=\frac{xR+2z-x+x^2}{R(1+x+R)}.$$

Now use $2z=\tfrac12[R^2-(1-x)^2]$. The numerator becomes

$$\tfrac12(R^2+2xR+x^2-1)=\tfrac12(R+x-1)(R+x+1).$$

The last factor cancels, leaving

$$\theta=\frac12\left[1+\frac{zy-1}{R}\right].$$

Without interaction, $y=1$ and $R=1+z$, which returns Langmuir's $\theta=z/(1+z)$. For infinite repulsion, $y=0$ and $\theta=\tfrac12[1-1/\sqrt{1+4z}]$, which approaches one half at high pressure: every second site can be filled.

Take round model parameters: $T=500$ K, $w=0.08$ eV and $z=3$. Then $kT=0.04309$ eV, $b=1.857$, $y=0.1562$ and $zy=0.4686$. So $R=\sqrt{0.5314^2+12}=3.505$ and

$$\theta=\tfrac12(1-0.5314/3.505)=0.424.$$

Without repulsion it would be 0.750.

**Q:** And my averaged repulsion?

**A:** Derive it from a bound on the partition function. Let $W$ be the weight of a configuration and $P$ any trial probability. Because $\ln u\le u-1$, the relative entropy $\sum P\ln[P/(W/\Xi_N)]$ is non-negative. Rearranged,

$$-\ln\Xi_N\le\sum P\ln P-\sum P\ln W.$$

Choose independent sites with one common coverage $t$. Then $\langle n_in_{i+1}\rangle=t^2$, and the right side per site is

$$\phi(t)=t\ln t+(1-t)\ln(1-t)+bt^2-t\ln z.$$

Setting $\phi'(t)=0$ gives the uniform mean-field isotherm,

$$\ln z=\ln\frac{\theta}{1-\theta}+2b\theta.$$

The factor 2 counts the two neighbours. At $z=3$ its solution is $\theta=0.402$, about 5% below the exact coverage of the model.

**Q:** Five per cent would not persuade me to abandon it.

**A:** For coverage alone, perhaps not. But suppose a slow surface reaction needs two adjacent molecules. If the row re-equilibrates between reaction events, and every adjacent pair reacts with the same rate constant whatever its other neighbours, the rate is proportional to $P_{11}=\langle n_in_{i+1}\rangle$, not to $\theta$. Mean field replaces $P_{11}$ by $\theta^2$.

To find the true pair average, put $D=\operatorname{diag}(0,1)$ at the two sites whose occupation is measured:

$$\langle n_0n_r\rangle=\frac{\operatorname{Tr}(DT^rDT^{N-r})}{\operatorname{Tr}T^N}.$$

The matrix $T$ is symmetric, so its normalized eigenvectors can be written $v_+=(\cos\alpha,\sin\alpha)$ and $v_-=(-\sin\alpha,\cos\alpha)$. As $N\to\infty$ the long factor $T^{N-r}$ projects onto $v_+$. The same projection with one $D$ gives $\theta=v_+^{\mathsf T}Dv_+=\sin^2\alpha$. The other element needed is $v_+^{\mathsf T}Dv_-=\sin\alpha\cos\alpha$, whose square is $\theta(1-\theta)$. Expanding the remaining $T^r$ in both eigenvectors gives

$$\langle n_0n_r\rangle=\theta^2+\theta(1-\theta)\kappa^r,\qquad
\kappa=\frac{\lambda_-}{\lambda_+}.$$

The correlation is therefore $C(r)=\langle n_0n_r\rangle-\theta^2=\theta(1-\theta)\kappa^r$. In the mean-field distribution it is zero for $r\ge1$.

**Q:** How large is it here, and which sign does it have?

**A:** The determinant gives $\lambda_+\lambda_-=z(y-1)$. Repulsion has $y<1$, so $\kappa<0$ and the correlation alternates; attraction makes it positive. In the example $\kappa=-1.018/2.487=-0.409$, and

$$P_{11}=0.1799+0.2443(-0.4094)=0.0799.$$

Mean field predicts $0.402^2=0.162$, about twice the exact pair probability. Correcting the coverage does not cure this: the square of the exact coverage is 0.180, still further off. At second neighbours $C(2)=+0.041$. A molecule tends to leave its neighbour empty, which in turn favours occupation one site further on.

**Q:** You could have extracted correlations from the slope of my isotherm. Fluctuations and response are related.

**A:** They are related in the exact ensemble. Differentiating $\langle\sum_i n_i\rangle$ with respect to $\ln z$ gives the variance of the number of molecules. Per site, with $C(0)=\theta(1-\theta)$ and both directions counted,

$$\frac{d\theta}{d\ln z}=\theta(1-\theta)\left[1+2\sum_{r=1}^{\infty}\kappa^r\right]
=\theta(1-\theta)s,\qquad s=\frac{1+\kappa}{1-\kappa}.$$

Differentiating the mean-field isotherm instead gives

$$\left(\frac{d\theta}{d\ln z}\right)_{\rm MF}=\frac{\theta(1-\theta)}{1+2b\theta(1-\theta)}.$$

But the product distribution that produced it has variance $\theta(1-\theta)$ per site. For $b\ne0$ and partial coverage the two disagree. The slope contains a response to interactions that the distribution itself does not contain as correlations.

**Q:** Can $s$ be written in terms of coverage? Otherwise I cannot compare isotherms at equal $\theta$.

**A:** Yes. Substituting the eigenvalues gives $s=(\lambda_++\lambda_-)/(\lambda_+-\lambda_-)=(1+x)/R$. Let $m=2\theta-1=(x-1)/R$. Then

$$s^2-m^2=\frac{4x}{R^2},\qquad 1-m^2=\frac{4z}{R^2}.$$

Since $x=zy$, the first is $y$ times the second. Using $1-m^2=4\theta(1-\theta)$,

$$s=\sqrt{1-4(1-y)\theta(1-\theta)}.$$

Also $s+m=2x/R$ and $s-m=2/R$. Their ratio is $x$, so the inverse isotherm is

$$zy=\frac{s-1+2\theta}{s+1-2\theta}.$$

**Q:** At half coverage your numerical output gives the same activity, 6.403, for both theories. Where did the correlations go?

**A:** They are still there. At $\theta=\tfrac12$, $m=0$ and the exact result is $zy=1$, or $\ln z=b$. Mean field also gives $\ln z=b$. Yet exactly $s=\sqrt y=e^{-b/2}$, so

$$\kappa=\frac{s-1}{s+1}=-\tanh\frac b4,$$

which vanishes only without interaction. One point on an isotherm cannot certify the distribution behind it.

Away from half coverage, expand for small $b$. Let $g=\theta(1-\theta)$ and $s=1-\delta$. From $1-y=b-b^2/2+\cdots$ and the square-root expansion,

$$\delta=2gb-gb^2+2g^2b^2+O(b^3).$$

The inverse isotherm reads $\ln z=b+\ln(2\theta-\delta)-\ln[2(1-\theta)-\delta]$. Expanding the logarithms,

$$\ln z=b+\ln\frac{\theta}{1-\theta}
-\frac{(1-2\theta)\delta}{2g}-\frac{(1-2\theta)\delta^2}{8g^2}+O(b^3).$$

The terms linear in $b$ are $b-(1-2\theta)b=2\theta b$, the mean-field term. The quadratic coefficient is $(1-2\theta)[\tfrac12-g-\tfrac12]$, so

$$\ln z-\ln z_{\rm MF}=-b^2\theta(1-\theta)(1-2\theta)+O(b^3).$$

At this order, less pressure is needed below half coverage and more above it. The example has the same signs: at $\theta=0.25$ the activities are 0.6132 exactly and 0.8435 in mean field; at $0.75$ they are 66.9 and 48.6. But $b=1.86$ is not small. At $\theta=0.10$ the quadratic term is $-0.25$, whereas the actual logarithmic difference is $\ln(0.1348/0.1611)=-0.18$.

**Q:** Could the shape of a measured isotherm reveal the difference, without counting pairs?

**A:** In this model it can. Put $a=1-y$. For repulsion the exact slope is $f(g)=g\sqrt{1-4ag}$, with

$$f'(g)=\sqrt{1-4ag}-\frac{2ag}{\sqrt{1-4ag}}
=\frac{1-6ag}{\sqrt{1-4ag}}.$$

Half coverage is the largest possible $g$, namely $1/4$. A maximum occurs before it, at $g=1/(6a)$, if $a>2/3$. This means $y<1/3$, or $b>\ln3$. Plotted against $\ln z$, that is, against the logarithm of pressure, the isotherm then has two steep parts separated by a flatter part at half coverage.

Here they lie at $\theta=0.271$ and $0.729$, with slope 0.114 per unit $\ln z$, against 0.099 at half coverage. The dip is 13% of the maximum slope. It reflects alternating occupation: further molecules increasingly have to enter sites beside occupied ones.

The mean-field slope is $h(g)=g/(1+2bg)$, whose derivative $1/(1+2bg)^2$ is positive. For repulsion it is therefore greatest at half coverage, with value 0.130 here, and shows no such dip. Use a logarithmic pressure axis when looking for it: on a linear one, the exact slope in this example only falls as pressure rises.

**Q:** Would a better mean field, with different coverages on alternate sites, repair that?

**A:** Test it by using coverages $t+\delta$ and $t-\delta$, where $\delta$ now denotes their offset. The entropy terms add $\delta^2/[2t(1-t)]$ per site to second order, and the interaction adds $-b\delta^2$. The uniform solution becomes unstable when $2bt(1-t)>1$, which first becomes possible beyond $b=2$. That version then predicts long-range alternating order, while the exact correlations decay. In our case $b<2$; direct minimisation at $z=3$ and at half coverage also selected the uniform solution, within the grid spacing.

**Q:** What if the molecules attract? I would expect condensation into a dense phase.

**A:** Mean field agrees with you. Its slope diverges when $1+2b\theta(1-\theta)=0$, which has two solutions inside the coverage range when $b<-2$:

$$\theta=\frac12\left[1\pm\sqrt{1+\frac2b}\right].$$

For $w=-0.10$ eV at 500 K, $b=-2.321$, and the loop lies between coverages 0.314 and 0.686. At $\ln z=b$, the interaction and activity terms in $\phi$ combine to $b(t-\tfrac12)^2-b/4$. Thus $\phi$ is symmetric about one half, and its two equal minima are at 0.196 and 0.804. Mean field calls these coexisting phases.

The exact row has no such transition. For every $z>0$ and finite $b$, $R^2\ge4z>0$, so $\lambda_+$ is a smooth function of pressure and temperature. The slope $\theta(1-\theta)s$ is positive and finite, hence each pressure has one coverage. At this symmetric activity it is 0.500.

**Q:** Then what has attraction done, if not condense the molecules?

**A:** It has made finite islands. Here $\kappa=\tanh(2.321/4)=0.523$, and $P_{11}=0.25+0.25(0.523)=0.381$. Each island has one right-hand edge, an occupied site followed by an empty one. The probability of that pair is $P_{10}=\theta-P_{11}=\theta(1-\theta)(1-\kappa)$, so the mean island length is

$$\frac{\theta}{P_{10}}=\frac{1}{(1-\theta)(1-\kappa)}
=\frac{1}{0.5\times0.477}=4.19\text{ sites}.$$

Independent occupation at the same coverage would give 2. Cooling at half coverage drives $\kappa$ towards 1 and lengthens the islands, but they remain finite at any non-zero temperature.

**Q:** Would a lattice Monte Carlo simulation see all this, or does it hide another averaging assumption?

**A:** It keeps the actual neighbours. If $k$ of a site's two neighbours are occupied, the occupied and empty states have weight ratio $zy^k$. Redrawing the site as occupied with probability

$$p_k=\frac{zy^k}{1+zy^k}$$

therefore leaves the equilibrium distribution unchanged. For the repulsive row, a 4000-site ring gave $\theta=0.42406\pm0.00005$ and $P_{11}=0.07985\pm0.00005$, with one standard error quoted. The exact values, 0.42418 and 0.07993, both lie between one and three standard errors higher. That passes the five-standard-error test, though the coverage deviation is not negligible on that scale. The mean-field coverage is off by several hundred standard errors.

A check without sampling noise is enumeration of every state of an 18-site ring. It reproduced the finite-ring partition function, coverage and pair averages within $10^{-10}$, relative for the first and absolute for the others.

**Q:** May I now use this isotherm for a saturating dose in atomic layer deposition?

**A:** Not if the molecules bind irreversibly. The pattern at partial coverage then depends on how the molecules arrived, and no equilibrium weight $W$ has been justified. If a finite repulsion merely slows adsorption, a long enough irreversible dose fills every site, whatever this isotherm says. The result applies to a reversible uptake step before a slow reaction, or to a similarly equilibrated step in etching. It also needs identical sites and nearest-neighbour coupling along one row. If neighbouring rows interact, the $2\times2$ matrix no longer describes the surface, and the absence of a transition shown here cannot be carried over.

## Values computed for the example and the checks

```
Temperature: 500 K
Thermal energy kT: 0.043087 eV
REPULSIVE ROW
Pair energy w: 0.08 eV
b = w/kT: 1.85672 (dimensionless)
y = exp(-b): 0.15618 (dimensionless)
Activity z: 3.0 (dimensionless)
Product z*y: 0.46855 (dimensionless)
Root R: 3.50463 (dimensionless)
Larger eigenvalue: 2.48659 (dimensionless)
Smaller eigenvalue: -1.01804 (dimensionless)
Eigenvalue ratio kappa: -0.40941 (dimensionless)
Correlation length: 1.1198 lattice spacings
Exact coverage: 0.42418 (fraction)
Mean-field coverage: 0.40237 (fraction)
Langmuir coverage, w = 0: 0.75000 (fraction)
Monte Carlo ring: 4000 sites, 6000 measured sweeps
Monte Carlo warm-up: 500 sweeps; error blocks: 20
Monte Carlo coverage: 0.42406 +/- 0.00005 (fraction)
Exact adjacent-pair probability P11: 0.07993
Monte Carlo P11: 0.07985 +/- 0.00005
Exact coverage squared: 0.17993
Mean-field coverage squared: 0.16190
P11 / exact coverage squared: 0.4442
P11 / mean-field coverage squared: 0.4937
Exact second-neighbour pair probability: 0.22087
Monte Carlo second-neighbour pair: 0.22080 +/- 0.00008
Correlation C(1): -0.10000 (dimensionless)
Correlation C(2): +0.04094 (dimensionless)
Correlation C(3): -0.01676 (dimensionless)
Correlation C(4): +0.00686 (dimensionless)
Isotherm: coverage | exact z | mean-field z (dimensionless)
  0.10 | 0.1348 | 0.1611
  0.25 | 0.6132 | 0.8435
  0.50 | 6.4027 | 6.4027
  0.75 | 66.8520 | 48.6036
  0.90 | 304.1894 | 254.5064
Two-step threshold ln 3: 1.09861 (dimensionless)
Steepest exact coverages: 0.2709 and 0.7291
Exact slope at steepest points: 0.11404 per unit ln z
Exact slope at half coverage: 0.09880 per unit ln z
Mean-field slope at half coverage: 0.12964 per unit ln z
ATTRACTIVE ROW
Pair energy w: -0.10 eV
b = w/kT: -2.32090 (dimensionless)
Activity z = exp(b): 0.09818 (dimensionless)
Exact coverage: 0.50000 (fraction)
Eigenvalue ratio kappa: 0.52283 (dimensionless)
Correlation length: 1.5420 lattice spacings
Adjacent-pair probability P11: 0.38071
Mean occupied run: 4.1914 sites
Mean run without correlations: 2.0000 sites
Number of mean-field solutions: 3
Mean-field coexisting coverages: 0.19622 and 0.80378
Mean-field loop limits: 0.31408 and 0.68592
```
